# Slab thickness and the energy of a Gaussian charge in monolayer h-BN

## Problem

A charged point defect in monolayer h-BN is modelled by a Gaussian charge at the centre of a dielectric slab in vacuum. The slab thickness $d$ is a choice of the modeller. The two sheet polarisabilities, in-plane and out-of-plane, are held fixed while $d$ is varied.

(a) How much does the electrostatic energy $U$ of the isolated charge change when $d$ goes from 3 to 6 Å?

(b) Which polarisability causes the change, and which wavelengths?

(c) How much of the change survives in the difference between the isolated and the periodic energy, which is the energy part of a supercell correction?

Take a charge $e$ with density proportional to $\exp(-r^2/2\sigma^2)$ and $\sigma=0.75$ Å. The response is linear and local, the ions are clamped, and the slab has sharp faces at $z=\pm h$, with $h=d/2$.

## Solution

**What is held fixed.** Let $\phi$ be the potential of a unit charge in units of $e/4\pi\varepsilon_0$, so that $\nabla\cdot(\epsilon\nabla\phi)=-4\pi\rho$ and
$$U=\frac K2\int\rho\,\phi\,d^3r,\qquad K=\frac{e^2}{4\pi\varepsilon_0}=14.40\ \text{eV Å}.$$
An in-plane field $E$ polarises the slab by $P=(\epsilon_\parallel-1)E/4\pi$. The dipole per area is $Pd$, so the sheet polarisability is $\alpha_\parallel=(\epsilon_\parallel-1)d/4\pi$. Along the normal it is $D$ that is continuous, and $P=(1-1/\epsilon_\perp)D/4\pi$. I define $\alpha_\perp$ as the dipole per area divided by this outer field. With $a=4\pi\alpha$,
$$\epsilon_\parallel=1+\frac{a_\parallel}{d},\qquad \frac1{\epsilon_\perp}=1-\frac{a_\perp}{d}.$$
The model requires $d>a_\perp$. Rough values for h-BN are $a_\parallel=13$ Å and $a_\perp=2.2$ Å.

**Reduction to one dimension.** The Gaussian factorises. Its in-plane Fourier transform is $e^{-k^2\sigma^2/2}\,n(z)$, where $n(z)=e^{-z^2/2\sigma^2}/(\sqrt{2\pi}\,\sigma)$. Writing $\phi_k(z)=e^{-k^2\sigma^2/2}f(z)$ gives
$$-(\epsilon_\perp f')'+k^2\epsilon_\parallel f=4\pi n .$$
Since $d^2k/(2\pi)^2=k\,dk/2\pi$ after the angular integral,
$$U=\frac K2\int_0^\infty e^{-k^2\sigma^2}F(k)\,dk,\qquad F(k)=\frac{k}{2\pi}\int n f\,dz. \tag{1}$$

**Solving for $f$.** By symmetry $f'(0)=0$, so the half line $z>0$ suffices. Let $u$ and $v$ solve the equation without charge, with $u'(0)=0$ and $v\to0$ at infinity. Then
$$f(z)=\frac{4\pi}{W}\Big[v(z)\int_0^z n u\,dz'+u(z)\int_z^\infty n v\,dz'\Big],\qquad W=\epsilon_\perp(u'v-uv').$$
$W$ is constant, because $W'=(\epsilon_\perp u')'v-u(\epsilon_\perp v')'=k^2\epsilon_\parallel(uv-uv)=0$. On differentiating $f$, the terms from the integration limits cancel. Differentiating $\epsilon_\perp f'$ then gives $k^2\epsilon_\parallel f-4\pi n$, as required.

Define $\kappa=k\sqrt{\epsilon_\parallel/\epsilon_\perp}$ and $g=\sqrt{\epsilon_\parallel\epsilon_\perp}$, so that $\epsilon_\perp\kappa=kg$. Continuity of the function and of $\epsilon_\perp$ times its slope at $z=h$ gives, with $y=k(z-h)$:

- inside, $u=\cosh\kappa z$ and $v=\cosh\kappa(h-z)+g^{-1}\sinh\kappa(h-z)$;
- outside, $u=\cosh\kappa h\cosh y+g\sinh\kappa h\sinh y$ and $v=e^{-y}$.

Evaluated at the face, $W=k(\cosh\kappa h+g\sinh\kappa h)$. The two halves of the line contribute equally to $F$, and so do the two orderings of $z$ and $z'$. Therefore
$$F=\frac{8}{\cosh\kappa h+g\sinh\kappa h}\int_0^\infty dz\,n(z)v(z)\int_0^z dz'\,n(z')u(z'). \tag{2}$$
This includes the Gaussian tails outside the slab.

**(a) The numbers.** Gauss–Legendre quadrature of (1) and (2) gives:

| $d$ (Å) | $\epsilon_\parallel$ | $\epsilon_\perp$ | $U$ (eV) | $U-U(3\text{ Å})$ (eV) |
|---|---|---|---|---|
| 3 | 5.33 | 3.75 | 2.056 | 0 |
| 4 | 4.25 | 2.22 | 2.186 | 0.130 |
| 5 | 3.60 | 1.79 | 2.344 | 0.288 |
| 6 | 3.17 | 1.58 | 2.503 | 0.447 |

The energy rises by about 0.45 eV (16 mHa), or 22 % of its value at 3 Å. Fixing the sheet polarisabilities does not fix the energy. The upper limit of large $d$ is clear: both dielectric constants tend to 1, and $U$ tends to the vacuum value $K/(2\sqrt\pi\,\sigma)=5.42$ eV.

**(b) Which wavelengths.** First expand (2) for small $k$. Here $u=1+O(k^2)$. Since $\kappa/g=k/\epsilon_\perp$, both forms of $v$ combine into
$$v=1+k\Big[\frac h{\epsilon_\perp}-s(z)\Big]+O(k^2),\qquad s(z)=\int_0^z\frac{dz'}{\epsilon_\perp(z')},$$
where $\epsilon_\perp$ in $h/\epsilon_\perp$ is the slab value. Since $g\kappa=k\epsilon_\parallel$, the denominator of (2) is $1+k\epsilon_\parallel h+O(k^2)$. Let $N(z)=\int_0^z n\,dz'$, so that $N(\infty)=\tfrac12$ and $\int_0^\infty nN\,dz=\tfrac18$. Then
$$F=1-k\Big(\epsilon_\parallel h-\frac h{\epsilon_\perp}\Big)-8k\int_0^\infty nNs\,dz+O(k^2).$$
The first bracket is $\tfrac12(d+a_\parallel)-\tfrac12(d-a_\perp)=\tfrac12(a_\parallel+a_\perp)$, and the thickness cancels. In the last term write $nN=\frac{d}{dz}\big(\tfrac12N^2-\tfrac18\big)$ and integrate by parts. The boundary terms vanish, because $s(0)=0$ and the bracket vanishes at infinity. The result is
$$F=1-k\Big[\frac{a_\parallel+a_\perp}2+m\Big]+O(k^2),\qquad m=\int_0^\infty\frac{1-4N^2}{\epsilon_\perp}\,dz. \tag{3}$$
To first order, thickness enters through $m$ alone, a screened measure of the charge's extent along the normal. It grows from 0.244 Å at $d=3$ Å to 0.536 Å at 6 Å, so this term lowers $U$ as $d$ grows. The computed rise must therefore come from terms beyond first order in $k$. Of the 0.447 eV, 0.134 eV comes from $k>1$ Å$^{-1}$. The other 0.31 eV, or 70 %, comes from in-plane wavelengths $2\pi/k$ longer than 6.3 Å.

The width $\sigma$ acts in two ways. The factor $e^{-k^2\sigma^2}$ in (1) removes waves with $k\gg1/\sigma$, and the spread of $n(z)$ along the normal also reduces $F$ at short wavelengths. At $k\to0$ the value $F=1$ is independent of $d$. For $\sigma=0.5$, 1.0 and 1.5 Å the change is 0.94, 0.22 and 0.06 eV. A quoted thickness error means little without the width of the charge.

A tempting shortcut is to flatten the charge into the plane $z=0$. Each half line then holds charge $\tfrac12$, the ordered double integral in (2) becomes $v(0)/8$, and
$$F_{\rm flat}=\frac{1+t/g}{1+gt},\qquad t=\tanh\kappa h.$$
With the same in-plane Gaussian this gives 2.76 eV at 3 Å and 4.16 eV at 6 Å. The change of 1.40 eV is three times too large. Equation (3) shows the direction of the error at first order: flattening drops $m$, which lowers the energy more in the thicker slab.

**(b) Which polarisability.** Vary $\epsilon$ at fixed $\rho$. The field equation gives $\nabla\cdot(\epsilon\nabla\delta\phi)=-\nabla\cdot(\delta\epsilon\nabla\phi)$. Replace $\rho$ by $-\nabla\cdot(\epsilon\nabla\phi)/4\pi$ and integrate by parts twice:
$$\delta U=\frac K2\int\rho\,\delta\phi=-\frac K{8\pi}\int\phi\,\nabla\cdot(\epsilon\nabla\delta\phi)=\frac K{8\pi}\int\phi\,\nabla\cdot(\delta\epsilon\nabla\phi)=-\frac K{8\pi}\int\nabla\phi\cdot\delta\epsilon\,\nabla\phi .$$
For the normal component, $-\delta\epsilon_\perp E_z^2=\delta(1/\epsilon_\perp)D_z^2$. In this form the fields are $E_\parallel$ and $D_z$, which are continuous at the faces, so a moving sharp face causes no ambiguity.

Let $P(z)$ and $Q(z)$ be the integrals of $E_\parallel^2$ and $D_z^2$ over the plane at height $z$. Both material profiles contain $\chi(z)=1/d$ inside the slab and 0 outside: $\epsilon_\parallel=1+a_\parallel\chi$ and $1/\epsilon_\perp=1-a_\perp\chi$. For an even function $P$,
$$\frac{d}{dd}\int\chi P\,dz=\frac{d}{dd}\Big[\frac2d\int_0^{d/2}P\,dz\Big]=-\frac{\langle P\rangle-P(h)}{d},$$
where $\langle\;\rangle$ is the average over the slab. Hence
$$\frac{dU}{dd}=\frac{K}{8\pi d}\Big\{a_\parallel\big[\langle P\rangle-P(h)\big]+a_\perp\big[\langle Q\rangle-Q(h)\big]\Big\}. \tag{4}$$
Thickening the slab moves polarisable matter from its interior to its faces. The energy rises if the squared field is weaker at the faces than on average. Integrating (4) from 3 to 6 Å gives 0.359 eV from the in-plane term and 0.089 eV from the normal term. With both polarisabilities present, the in-plane term thus supplies 80 % of the change. This is not the effect of switching one of them off, because each also alters the field acting on the other: with $a_\perp=0$ the change is 0.52 eV, and with $a_\parallel=0$ it is 0.06 eV.

**(c) What survives in the isolated-minus-periodic difference.** Let $S(k)=2\pi K e^{-k^2\sigma^2}F(k)/k$. For a lattice of such charges in the plane, with cell area $A$ and no images along the normal,
$$U_{\rm iso}=\frac12\int\frac{d^2k}{(2\pi)^2}S(k),\qquad U_{\rm per}=\frac1{2A}\sum_{\mathbf G}S(G).$$
The divergent part $2\pi K/k$ at $G=0$ does not depend on $d$ and is dropped. The finite part is kept. Let $\Delta$ denote the value at 6 Å minus that at 3 Å, and let $\Delta V(R)$ be the inverse transform of $\Delta S$. Poisson summation turns the lattice sum into $\tfrac12\sum_{\mathbf R}\Delta V(R)$, whose $R=0$ term is $\Delta U_{\rm iso}$. So
$$\Delta(U_{\rm iso}-U_{\rm per})=-\frac12\sum_{\mathbf R\ne0}\Delta V(R).$$
The constant term of $\Delta S$ at small $k$ contributes nothing at $R\neq0$. The next term is linear in $k$. The transform of $e^{-k\eta}$ is $\eta/[2\pi(\eta^2+R^2)^{3/2}]$, and its derivative at $\eta=0$ shows that $k$ transforms to $-1/(2\pi R^3)$. The remainder therefore falls as $L^{-3}$ for a large period $L$.

For hexagonal cells with $L=10$, 15, 30 and 60 Å, the sums give 0.25, 0.11, 0.022 and 0.004 eV. At 15 Å about a quarter of the isolated change survives, and at 30 Å about 5 %. These figures hold for the stated treatment of $G=0$, without images along the normal, and with the same $d$ used in both energies. A three-dimensional cell with a uniform neutralising background gives other figures. With a period of 20 Å along the normal, the change is 0.07 eV instead of 0.11 eV at $L=15$ Å, 0.012 eV at 30 Å and $-0.001$ eV at 60 Å. The $L^{-3}$ law does not carry over when only $L$ grows, because the images along the normal stay at a fixed distance. Combining an isolated energy at one thickness with a periodic energy at another forfeits the cancellation.

A full correction usually also aligns the model potential with the computed one far from the defect. That term is left out here, and it depends on $d$ as well. Take the three-dimensional cell with $L=15$ Å and set the cell average of the potential to zero. At the point of the central plane farthest from the charges, the model potential then falls by about 0.15 V when $d$ goes from 3 to 6 Å. For a charge $e$ this is larger than the 0.07 eV above. The shift depends on where the alignment is made: midway through the vacuum above the same point, the potential instead rises by about 0.03 V. The figures in this section therefore describe the energy difference alone, not the thickness error of a complete correction.

## How far the model can be trusted

The h-BN parameters correspond to rough bulk dielectric constants of 5 in-plane and 3 along the normal, with a layer spacing of about 3.3 Å: $(5-1)\times3.3\approx13$ Å and $(1-\tfrac13)\times3.3=2.2$ Å. A thickness of 3 Å is thus near the layer spacing, while 6 Å is generous. The width $\sigma$ is a model choice, and a real defect charge is not a Gaussian.

Three changes to the model, made one at a time, move the 0.447 eV only modestly:

- Ionic motion, represented by a rough $a_\parallel=19$ Å, gives 0.41 eV.
- Soft faces, with $\chi=[\mathrm{erf}((z+h)/w)-\mathrm{erf}((z-h)/w)]/2d$ and $w=0.5$ Å, give 0.43 eV. The effect grows with the width: $w=1.0$ Å gives 0.38 eV.
- A 10 % larger $a_\perp$ gives 0.44 eV.

The local, linear response is a weaker point. At wavelengths below 6.3 Å, which approach the spacing of the atoms, a dielectric constant independent of the wave vector is doubtful. The 0.134 eV found in (b) counts only short waves in the plane. The charge and its potential also vary quickly along the normal. If $\tfrac12\int\rho\phi$ is resolved into three-dimensional wave vectors, about 0.29 eV of the 0.447 eV comes from wavelengths below 6.3 Å. This is the size of the exposed contribution, not an error bar. The peak in-plane field in the central plane is about 120 MV/cm at 3 Å and 200 MV/cm at 6 Å. The normal field on the axis inside the slab reaches about 90 and 240 MV/cm. The breakdown field of h-BN depends on direction and is of order 10 MV/cm or less. A field confined to a few ångström does not imply breakdown, but it does leave linear response unproven near the charge.
